Exchange Cost of Singlet-Pairing a High-Spin Metal Electron with a Ligand Radical

**A factor of two in chromium**

Take a free chromium atom in its septet state, 3d⁵4s¹, with six parallel unpaired spins. In restricted open-shell Hartree-Fock theory (def2-TZVP basis, no relativity), turning over the 4s spin with all orbitals frozen raises the energy by 1.106 eV. Pairing the same electron into a singlet with the electron of a distant ligand radical raises it by 0.553 eV. For a 3d electron the two numbers are 2.983 eV and 1.492 eV. The ratio is two in both cases, although the energies differ almost threefold.

The second number matters for bond strengths. A perfectly paired metal-ligand bond has to repay it out of the energy that the pair gains. The task is to find where it comes from, and what changes it in a real bond.

Formulas are in Hartree atomic units and energies of the example in eV. Orbitals are real and orthonormal, and

(ij|kl) = ∫∫ i(1) j(1) (1/r₁₂) k(2) l(2) dr₁ dr₂,

J_ij = (ii|jj),  K_ij = (ij|ji).

**The smallest case: two metal electrons and one ligand electron**

Let the metal have two singly occupied orbitals, a and j. The spatial functions of the two electrons are

ψ± = [a(1)j(2) ± j(1)a(2)]/√2.

The two direct terms of the repulsion each give J_aj/2, and the two cross terms each give ±K_aj/2:

⟨ψ±| 1/r₁₂ |ψ±⟩ = J_aj ± K_aj.

By antisymmetry ψ₋ goes with the triplet and ψ₊ with the singlet. Since s_a·s_j is ¼ in a triplet and −¾ in a singlet, one operator reproduces both energies:

J_aj − K_aj(½ + 2 s_a·s_j).

The triplet gives J − K(½ + ½) = J − K, and the singlet gives J − K(½ − 3/2) = J + K.

Now add a ligand radical with one electron in orbital L, far enough away that its overlap and exchange with the metal vanish. Pair a with L and leave j up. With the orbital order a, L, j in each determinant, the state is

Ψ = [ |a↑ L↓ j↑| − |a↓ L↑ j↑| ]/√2.

In the first determinant a and j are parallel and their exchange energy is −K_aj. In the second they are antiparallel and it is zero. The cross term between the determinants requires two spin changes, one on a and one on L. The Hamiltonian contains no spin, so it can connect them only by exchanging the electrons of a and L, which brings the integral K_aL. That integral vanishes at this distance. What remains is the average:

½(−K_aj) + ½(0) = −½K_aj.

The high-spin atom had −K_aj, so pairing costs ½K_aj. The bonding electron is parallel to its neighbour in half of the state and antiparallel in the other half. This is also why the cost is half of the flip energy: flipping a in the atom loses the whole of K_aj.

**Many unpaired electrons**

Let the atom have m + 1 singly occupied orbitals, a and m others, above closed shells. Consider the states with one electron in each open orbital. They differ only in their spins, and a spin-free one-electron operator cannot connect different spin arrangements of fixed orbitals. The repulsion acts on two electrons at a time, so the two-electron result applies to each pair:

H = Q − Σ_{i<j} K_ij(½ + 2 s_i·s_j).

Here Q collects all spin-independent terms. The closed shells are among them: a doubly occupied orbital c contributes 2J_ci − K_ci to an electron in i whether that electron is up or down, because c holds one electron of each spin.

In the high-spin atom each pair of spins is in a triplet, so s_i·s_j has the value ¼ and

E_high = Q − Σ_{i<j} K_ij.

In the paired state the spin function is a product, χ(a,L) θ(rest), with χ the singlet and θ all parallel. For each Cartesian component x,

⟨s_a^x s_j^x⟩ = ⟨χ|s_a^x|χ⟩ ⟨θ|s_j^x|θ⟩.

The first factor vanishes. The total spin of a singlet is zero, so ⟨s_a^x⟩ + ⟨s_L^x⟩ = 0. Exchanging a and L changes only the sign of χ, so the two expectation values are equal. Both are therefore zero, and ⟨s_a·s_j⟩ = 0. Each pair (a,j) contributes −½K_aj, while pairs among the remaining metal electrons keep their full −K. Subtracting E_high leaves

C_a = ½ Σ_j K_aj,

where j runs over the m metal electrons that stay unpaired. This is the stated result. Its conditions are frozen orbitals, a perfect covalent singlet pair and a high-spin remainder. For m = 0 the sum is empty and the cost vanishes, as it must for an atom with one unpaired electron.

**Numbers for chromium**

The exchange integral of 4s with each 3d orbital is 0.2211 eV. The last digit belongs to this basis: def2-QZVP and aug-cc-pVTZ give 0.2209 and 0.2202 eV, which lowers the 4s cost below by 0.001 to 0.002 eV and leaves the 3d cost at 1.492 eV. The five values are equal because the 4s orbital is spherical: a rotationally invariant quadratic form on the d orbitals must be a multiple of the identity. A bond formed through 4s therefore costs

C_4s = ½ × 5 × 0.2211 eV = 0.553 eV = 53.3 kJ/mol.

For a bond through the 3d z² orbital the partners are 4s (0.2211 eV), xy and x²−y² (0.8592 eV each), and xz and yz (0.5219 eV each):

C_3d = ½ × (0.2211 + 2 × 0.8592 + 2 × 0.5219) eV = 1.492 eV = 143.9 kJ/mol.

The 3d bond costs 0.94 eV more at the same level of theory, because the compact 3d orbitals share the same region of space and have larger exchange integrals with each other than with the diffuse 4s orbital. This does not make the 3d bond weaker by 0.94 eV: the energy gained by the pair itself also differs between the two orbitals.

The individual 3d integrals depend on which two orbitals are chosen, but the sum does not. When the five d orbitals were replaced by a randomly rotated orthonormal set, each new orbital gave the same sum to within 0.0003 eV. The direction of the bond is therefore irrelevant to the cost in a spherical atom.

Energies of explicit many-electron states, built from the determinants of the paired state, reproduce both costs without using the spin operator.

**The same cost read from atomic states**

The paired state is not a high-spin atom beside a radical. To see what it contains, let all K_aj equal K, as for the 4s bond, and let R = m/2 be the spin of the remaining electrons. Coupling s_a to R gives an atomic spin S with

s_a·R = ½[S(S+1) − ¾ − R(R+1)].

For S = R + ½ we have S(S+1) = R² + 2R + ¾, so s_a·R = R/2 = m/4. For S = R − ½ we have S(S+1) = R² − ¼, so s_a·R = −(R+1)/2 = −(m+2)/4. The energy contains −2K s_a·R, and the low-spin atom therefore lies higher by

2K[m/4 + (m+2)/4] = (m+1)K.

The paired state has ⟨s_a·R⟩ = 0. If w is the weight of the high-spin atom,

w m/4 − (1−w)(m+2)/4 = 0,

which gives w = (m+2)/(2m+2) and 1 − w = m/(2m+2). The mean excitation energy is

(1−w)(m+1)K = mK/2,

in agreement with C_a. For the 4s bond m = 5. The weights are 7/12 and 5/12, the gap is 6 × 0.2211 eV = 1.327 eV, and 5/12 of it is 0.553 eV.

So the cost is a promotion energy: pairing mixes 42% of the quintet atom into the state. Heat does not supply this admixture. At 600 K, a rough precursor temperature, k_BT is 0.052 eV. With the frozen gap of 1.327 eV the equilibrium population of this quintet relative to the septet is about 5 × 10⁻¹², and with the measured gap of roughly 0.9 eV it is still only of order 10⁻⁸. Other configurations of the atom are not counted in these ratios.

**A limit that goes wrong, and its repair**

At infinite separation the true ground state is a septet atom and a free radical. Their spins, 3 and ½, can couple to a total of 5/2, which is the total spin of the paired state, and this costs nothing. C_a is therefore the cost of the perfect-pairing state and not an energy difference between ground states of the separated fragments. The spins recouple as the bond weakens.

For equal K this can be followed in closed form. Let Δ be the singlet-triplet gap of the bond pair alone, and measure energies from a high-spin atom plus a perfect singlet pair without exchange loss:

H_s = −2K(s_a·R − m/4) + Δ(s_a·s_L + ¾).

With the remaining electrons at spin R = m/2, there are two functions of total spin m/2. In the first the pair is a singlet. Its energy is mK/2.

In the second the pair is a triplet, with spin T = 1, coupled to R so that the total is again R. Within the triplet, a and L enter symmetrically and s_a acts as T/2. Since

⟨T·R⟩ = ½[R(R+1) − 2 − R(R+1)] = −1,

we have ⟨s_a·R⟩ = −½, and the energy is mK/2 + K + Δ.

The coupling V follows from the square of −2K s_a·R in the first function. The mean of s_a·R vanishes there, and the operator conserves both R and the total spin, so it leads entirely into the second function. For a spin ½ with zero mean polarization ⟨s_a^x s_a^y⟩ = δ_xy/4, hence

V² = 4K² × ¼ × R(R+1) = K² m(m+2)/4.

The lower eigenvalue of the two-by-two problem is the net cost:

C_net = mK/2 + ½{(Δ+K) − √[(Δ+K)² + m(m+2)K²]}.

For Δ → 0 the root becomes K√[1 + m(m+2)] = (m+1)K, and C_net = mK/2 + K/2 − (m+1)K/2 = 0. The separated ground state is recovered. For Δ much larger than mK, expanding the root gives C_net ≈ mK/2 − m(m+2)K²/(4Δ), and the half-sum returns.

For unequal K the same squaring gives V² = Σ_jk K_aj K_ak ⟨s_j·s_k⟩. The average is ¾ for j = k and ¼ for different parallel spins, so the leading reduction is

V²/Δ = [¼(Σ_j K_aj)² + ½Σ_j K_aj²]/Δ.

Diagonalizing the seven-spin problem with all chromium exchange integrals gives these net costs for three round values of Δ:

Δ = 2.5 eV: 4s 0.40 eV, 3d 0.69 eV

Δ = 5 eV: 4s 0.47 eV, 3d 0.97 eV

Δ = 10 eV: 4s 0.51 eV, 3d 1.20 eV

At Δ = 5 eV, a rough size for a covalent bond of moderate strength, recoupling removes 15% of the 4s half-sum and 35% of the 3d half-sum. The paired state is a trial state of this spin model, so the half-sum is an upper bound to the net cost in both cases. Within this model, which has no ionic components in the bond pair, it is a fair estimate at this Δ for 4s and a poor one for 3d. The leading term alone would remove 0.65 eV from the 3d cost, whereas diagonalization removes 0.52 eV. The exchange is then too large a fraction of Δ for the first term of the expansion to suffice.

**Polar bonds**

A real bond pair need not share its electrons equally. Write its spatial function as Σ_pq C_pq p(1)q(2), with p and q running over a and L, C symmetric and ΣC_pq² = 1. The symmetry makes the pair a singlet. Its density matrix, summed over spin, is ρ = 2C², and half of it belongs to each spin.

The remaining metal electrons are all up, so they have exchange with the up half alone. Processes in which a pair electron and a metal electron swap opposite spins turn a metal spin down and lead out of the state, so they add nothing to the mean energy. The exchange of the pair with the rest is

X = −½ Σ_j Σ_pq ρ_pq (pj|jq).

The total energy containing this term was compared with that of explicit many-electron states for random integrals and random symmetric C, with three choices of a. They agreed to about one part in 10⁸.

Keep the metal part alone and let n_a = ρ_aa be the number of pair electrons in orbital a. Then X = −½n_a Σ_j K_aj, and the exchange lost relative to the high-spin atom is

(1 − n_a/2) Σ_j K_aj.

For a covalent pair C_aL = C_La = 1/√2 and the diagonal elements vanish. Then C² is half the identity, n_a = 1, and the half-sum returns. For n_a = 0 the ligand has taken the electron and the whole sum is lost, but this loss is already contained in the ionization energy of the atom and must not be charged twice. For n_a = 2 nothing is lost, since a then holds one up electron as before.

With n_a = 0.7, a rough value for a ligand that draws charge from the metal, the factor is 0.65. The exchange lost is 0.72 eV for 4s and 1.94 eV for 3d, which is 30% above the covalent values.

This does not mean that pairing costs 30% more. The component with both electrons on the ligand has weight C_LL², and its whole loss is already in the ionization energy. If the opposite component is absent, C_aa = 0, then C_LL² = 0.3 for n_a = 0.7. Subtracting it from 0.65 leaves a factor of 0.35 for the pairing itself, or 0.39 eV for 4s and 1.04 eV for 3d. That is 30% below the covalent values, because only the covalent part of the state, with weight 0.7, pays the half-sum.

The same holds for any symmetric C. Since n_a = 2(C_aa² + C_aL²) and C_aa² + 2C_aL² + C_LL² = 1, the factor left for the pairing is 1 − n_a/2 − C_LL² = C_aL², half of the covalent weight 2C_aL². A pair that is shared equally but has ionic components on both sides therefore also pays less than the half-sum, although n_a = 1.

**A second bond**

Suppose a is already paired and a second metal electron, in orbital b, is paired with another radical. The two singlets form a product, so ⟨s_a·s_b⟩ = 0. It was also zero before the second pairing, when b was still unpaired. The pair (a,b) therefore keeps −½K_ab, and the new cost is half the sum of K_bj over the metal electrons that remain unpaired.

If chromium bonds first through 4s and then through 3d z², the second cost is ½ × (2.983 − 0.221) eV = 1.381 eV, and the total is 1.934 eV. In the reverse order the costs are 1.492 eV and ½ × (1.106 − 0.221) eV = 0.442 eV, with the same total. The order cannot matter, because each pair of metal electrons loses half its exchange integral once, when the first of the two is paired. With frozen orbitals the cost of pairing a given orbital falls as other unpaired electrons are used up: from 0.553 to 0.442 eV for 4s, and from 1.492 to 1.381 eV for 3d z². The later of two bonds can still cost more than the earlier one when it uses a different orbital, as the first order shows.

**What this means for precursors**

Metal-ligand bonds in volatile precursors are roughly 1 to 4 eV strong, so costs of 0.5 to 1.5 eV are a substantial part of the balance. The free neutral atom is, however, an idealized metal centre. In a chromium(III) compound the metal has about three d electrons and no 4s electron, and its exchange sums must be computed for that ion. In low-spin compounds such as chromium hexacarbonyl the bonds are donor bonds from closed-shell ligands, and the present result does not apply to breaking one of them.

For the free atom itself, the measured septet-quintet gap is roughly 0.9 eV, against 1.33 eV from frozen Hartree-Fock orbitals. Taking 5/12 of the rough measured gap lowers the 4s cost to about 0.4 eV. Orbital relaxation accounts for part of the difference. When the flipped 4s state and the septet are each made self-consistent in unrestricted Hartree-Fock, the flip energy falls from 1.106 to 0.927 eV, and half of it is 0.46 eV, or 16% below the frozen cost. This half lets each spin arrangement have its own orbitals. If one set must serve both, the orbitals respond to only half of the exchange loss. To leading order the energy gained by relaxation is quadratic in that loss, so it is a quarter of the 0.179 eV gained in the full flip. The cost is then about 0.51 eV, or 8% below the frozen value. The relaxed flip energy depends on the basis more than the frozen one: def2-QZVP and aug-cc-pVTZ give 0.918 and 0.917 eV, about 0.01 eV lower, so its third decimal is not converged and the 16% becomes about 17%. Electron correlation and relativity are missing from all the computed numbers. No corresponding relaxed value was obtained for 3d.

Near the bond length the ligand orbital also overlaps the remaining metal orbitals and has exchange with them. Those terms belong to the intrinsic energy of the bond and are not sized here. The corrections that are sized all lower the 4s pairing cost: relaxation, recoupling, and charge drawn to the ligand once the loss contained in the ionization energy is set apart. They were each computed with the other settings held fixed, so their percentages should not simply be added. The half-sum is best used to compare bonds of similar polarity and similar covalent weight on the same high-spin centre, when Δ is several times the exchange sum. For the 4s bond at Δ = 5 eV that ratio is 4.5. For the 3d bond it is 1.7, and there the recoupled value is the better estimate for a nearly covalent pair. Ionic components lower the cost further in both cases. The remaining digits are in the numerical output.

Calculated quantities

```
Cr atom, 3d5 4s1 septet, ROHF/def2-TZVP, nonrelativistic
total energy: -1043.33434 hartree
K(4s,3d), each of five: 0.2211 eV
K(3d z^2, 3d xy): 0.8592 eV
K(3d z^2, 3d yz): 0.5219 eV
K(3d z^2, 3d xz): 0.5219 eV
K(3d z^2, 3d x2-y2): 0.8592 eV
sum of K for 4s: 1.1056 eV
sum of K for 3d: 2.9833 eV
pairing cost, 4s bond: 0.5528 eV = 53.3 kJ/mol
  same from explicit many-electron state: 0.5528 eV
  all-electron flip energy, frozen orbitals: 1.1056 eV
pairing cost, 3d bond: 1.4917 eV = 143.9 kJ/mol
  same from explicit many-electron state: 1.4917 eV
  all-electron flip energy, frozen orbitals: 2.9833 eV
3d cost minus 4s cost: 0.9389 eV
weight of high-spin atom in 4s-paired state: 0.5833
weight of low-spin atom in 4s-paired state: 0.4167
low-spin minus high-spin atom, frozen: 1.3267 eV
Neglected effects
4s flip energy, relaxed orbitals (UHF): 0.9267 eV
  <S^2> of the relaxed flipped state: 7.000
  half of it, relaxed 4s cost: 0.4634 eV
polar bond, electrons kept in metal orbital: 0.7
  exchange lost, 4s bond: 0.7186 eV
  exchange lost, 3d bond: 1.9391 eV
net cost after spin recoupling, Delta = 2.5 eV: 4s 0.4037 eV, 3d 0.6855 eV
net cost after spin recoupling, Delta = 5.0 eV: 4s 0.4721 eV, 3d 0.9723 eV
net cost after spin recoupling, Delta = 10.0 eV: 4s 0.5111 eV, 3d 1.1971 eV
leading recoupling term, 3d, Delta = 5.0 eV: 0.6520 eV
thermal energy at 600 K: 0.0517 eV
low-spin/high-spin atom population at 600 K: 5.1e-12
```
